Are energy levels computed on a grid upper bounds?

**Question**

I am computing the bound states of an electron in a one-dimensional Morse well,

V(x) = D(e^(−2αx) − 2e^(−αx)), D = 20 eV, α = 1 Å⁻¹.

The closed formula gives a ground level of −12.22 eV. With three-point finite differences, hard walls at −2 Å and 14 Å and a spacing of 1 Å, the lowest eigenvalue is −14.24 eV. A discrete variable representation (DVR) built from sine functions on the same points gives −12.94 eV.

I know the spacing is coarse. But I thought that diagonalizing a finite Hermitian matrix for H is a linear variational calculation, so that a poor grid should give an energy that is too high, never too low. Is there a bug in my code? And if grid energies are not upper bounds, are they lower bounds?

**Answer**

Your numbers are right. The variational bound belongs to a particular kind of matrix, and neither of yours is of that kind. Grid energies are not lower bounds in general either.

I use atomic units with electron mass 1 in the algebra, and eV and Å for numbers. Levels are numbered n = 0, 1, … from below, and all of them lie below the continuum.

**What the bound requires**

The min-max principle says that E_n is the smallest value, over all (n+1)-dimensional spaces of admissible functions, of the largest energy expectation value found in the space. Take orthonormal functions φ_i and the matrix H_ij = ⟨φ_i|H|φ_j⟩. For a normalized vector c,

cᵀHc = ⟨ψ|H|ψ⟩, ψ = Σ_i c_i φ_i.

The matrix eigenvalues therefore follow from the same principle, with the spaces restricted to the span of the φ_i. A minimum over fewer candidates cannot be lower, so each matrix eigenvalue is at least E_n. Hard walls do no harm: a function that vanishes at the walls can be continued by zero and is admissible on the whole line.

The argument uses the equality cᵀHc = ⟨ψ|H|ψ⟩. Being Hermitian and finite is not enough. If the matrix elements are approximate, the eigenvalues are those of some other operator.

**What three-point differences do to the kinetic energy**

The difference operator is

T_h ψ(x) = −[ψ(x+h) − 2ψ(x) + ψ(x−h)]/(2h²).

On a wave e^(ikx) the bracket gives 2cos(kh) − 2, so T_h multiplies the wave by

t_h(k) = (1 − cos kh)/h² = (2/h²) sin²(kh/2).

Since |sin z| < |z| for z ≠ 0, t_h(k) < k²/2 for every k ≠ 0. Expanding the cosine gives

t_h(k) = k²/2 − k⁴h²/24 + …

The grid knows the wave at its points and misses the bending between them, so short waves are too cheap.

For the shift of a level, let V be smooth and let ψ be a real normalized bound state. The Taylor series of ψ(x+h) + ψ(x−h) is 2ψ + h²ψ'' + h⁴ψ''''/12 + …, hence

T_h ψ = −ψ''/2 − (h²/24)ψ'''' + O(h⁴).

At the grid points the exact state thus obeys

(T_h + V)ψ = Eψ − (h²/24)ψ'''' + O(h⁴).

Let w be the grid eigenvector with eigenvalue E_h. Multiply by w_j and sum over the points. The grid matrix is symmetric, so it may act on w, which gives

(E_h − E) Σ_j w_j ψ(x_j) = −(h²/24) Σ_j w_j ψ''''(x_j) + O(h⁴),

with w scaled so that w_j is close to ψ(x_j) and each sum carries a factor h. The exact state fails the grid equation by order h², and neighbouring levels stay a finite distance away, so w differs from ψ by order h². To leading order the sums become integrals:

E_h − E = −(h²/24) ∫ψψ'''' dx + O(h⁴) = −(h²/24) ∫(ψ'')² dx + O(h⁴).

The last step is two integrations by parts; the end terms vanish because ψ decays. The Schrödinger equation gives ψ'' = 2(V − E)ψ, so (ψ'')² = 4(E − V)²ψ² and

E_h − E = −(h²/6) ⟨(E − V)²⟩ + O(h⁴).

The leading term is negative for every bound state of a smooth well. In ordinary units h²/6 becomes h²/(6K), with K = ħ²/m = 7.620 eV Å².

For your ground state the coefficient is −0.906 eV/Å². At h = 0.0625 Å the predicted shift is

−0.90613 × 0.0625² = −0.00354 eV,

and the computed error is −0.00354 eV. At h = 1 Å the formula gives −0.91 eV but the error is −2.02 eV: the spacing is too coarse for the leading term. On a fine grid the kinetic energy shows the origin of the negative h² shift directly. For the exact ground state it is 3.412 eV, while differences with h = 0.125 Å assign 3.398 eV to the same function.

**Why this is still not a lower bound**

One statement holds at any spacing. Place an infinite grid at x_j = (j+θ)h, with 0 ≤ θ < 1, and sample the exact ground state:

u_j(θ) = √h ψ_0((j+θ)h).

Averaging over θ joins the cells into the whole line, so the average of Σ_j u_j² is ∫ψ_0² dx = 1. In the same way the average of the grid energy uᵀH_θu is

∫ψ_0(T_h + V)ψ_0 dx = E_0 − ∫[k²/2 − t_h(k)] |ψ̃_0(k)|² dk < E_0,

where ψ̃_0 is the normalized Fourier transform. If the lowest grid level were at least E_0 for every θ, then uᵀH_θu ≥ E_0 uᵀu would hold for every θ, and the average would be at least E_0. That is a contradiction. So at every spacing some placement of the grid has its lowest level below the exact one.

Other placements may lie above. Take a harmonic oscillator with ω = 1 and ψ_0 = π^(−1/4) e^(−x²/2). Because

x² + (x+h)² = 2(x + h/2)² + h²/2,

the overlap ∫ψ_0(x)ψ_0(x+h) dx is e^(−h²/4). The mean potential energy is 1/4, so the average above equals

(1 − e^(−h²/4))/h² + 1/4.

Let the quantum be 1 eV, so that E_0 = 0.5 eV, and let the spacing be two oscillator lengths. The average is (1 − 0.368)/4 + 0.25 = 0.408 eV. With a grid point at the minimum the lowest level is 0.234 eV. With the minimum midway between points it is 0.621 eV, above the exact value. The reason is simple: the nearest points are then at x = ±1, where V = 1/2, so V is at least E_0 at every grid point, and T_h adds a positive amount.

**A step in the potential can change the order of the error**

The h² law needs a smooth V. Consider a square well of depth V_0 and half-width b, with grid points exactly on the edges. At an edge ψ'' jumps, and Taylor expansion on each side gives

[ψ(b+h) − 2ψ(b) + ψ(b−h)]/h² = [ψ''(b+) + ψ''(b−)]/2 + O(h).

The exact state therefore fits the grid equation at the edge, up to O(h), if the potential there is the mean value −V_0/2. This remainder sits on two points, each of weight h, and changes the energy by order h². The order is restored, but not the smooth-well coefficient: for the ground state of the well below, the error with the mean value is +1.21 h² eV/Å², where −⟨(E − V)²⟩/(6K) would give −0.79 eV/Å². If you count the edge points as outside, you raise V by V_0/2 at both of them, and first-order perturbation theory gives

ΔE ≈ 2 · h · (V_0/2) · ψ(b)² = h V_0 ψ(b)².

Counting them as inside reverses the sign. For the ground state, ψ = A cos kx inside and decays as e^(−κ|x|) outside, with k tan kb = κ. This matching condition gives cos²kb = k²/(k² + κ²) = (E + V_0)/V_0. The norm is

A²[b + sin kb cos kb/k + cos²kb/κ] = A²(b + 1/κ) = 1,

since the last two terms in the bracket add to cos²kb (k² + κ²)/(k²κ) = 1/κ. Hence V_0ψ(b)² = (E + V_0)/(b + 1/κ).

For V_0 = 20 eV and b = 1 Å the level is −15.556 eV, so κ = √(2 × 15.556/7.620) = 2.021 Å⁻¹ and

ΔE ≈ ±0.02 × 4.444/(1 + 0.495) = ±0.0595 eV at h = 0.02 Å.

The computed errors are +0.0593 eV and −0.0596 eV, and they halve when h is halved. Here a fine grid lies above or below according to how two points are labelled.

**The DVR: correct kinetic energy, approximate potential**

Let the box have length L = Mh, measure y from the left wall, and use the M − 1 functions

φ_n(y) = √(2/L) sin k_n y, k_n = nπ/L, n = 1, …, M−1.

Their kinetic matrix is diagonal with entries k_n²/2, which is exact. The DVR replaces the potential integrals by sums over the points y_j = jh:

V_mn(DVR) = h Σ_j φ_m(y_j) V(y_j) φ_n(y_j).

The difference matrix is closely related. Since sin k(y+h) + sin k(y−h) = 2 cos kh sin ky, and the sines vanish at the walls, the sampled φ_n are eigenvectors of the difference matrix for T with the distinct eigenvalues t_h(k_n). They are therefore orthogonal, and h Σ_j φ_n(y_j)² = 1. In this common basis the two methods have the same potential matrix and differ only in t_h(k_n) against k_n²/2. Since t_h(k_n) is smaller for every n, the min-max principle applied to the two matrices gives

E_n(differences) < E_n(DVR) for every level.

It remains to see what the sums do to the potential. The identity 2 sin a sin b = cos(a−b) − cos(a+b) turns the true integrals into

V_mn = C_(m−n) − C_(m+n), C_q = (1/L) ∫₀ᴸ V cos(qπy/L) dy.

Continue V evenly beyond the walls with period 2L, so that V = Σ_p C_p e^(ipπy/L). On the grid the DVR elements have the same form, with C_q replaced by the average of V(y_j) cos(qπj/M) over the 2M points of one period. The points at the walls cancel in the difference of the two cosines, because m−n and m+n have the same parity. The average of e^(i(p±q)πj/M) is 1 if p±q is a multiple of 2M and zero otherwise, and C_(−q) = C_q. So the grid replaces

C_q → Σ_s C_(q+2sM), s = 0, ±1, ±2, …

The terms with s ≠ 0 form the quadrature error

ΔV_mn = Σ_(s≠0) [C_(m−n+2sM) − C_(m+n+2sM)].

For the last diagonal element m + n = 2M − 2, and the term s = −1 contributes −C_2, a slowly varying Fourier component that need not be small. The product of two rapidly oscillating functions contains waves that the grid cannot tell from slow ones. In your well at h = 1 Å, ΔV is −0.054 eV for the first diagonal element and −13.9 eV for the last.

**Restoring the integrals restores the bound**

With the same 15 sine functions, but with the potential integrals evaluated to negligible error, the ground level at h = 1 Å is −11.916 eV. This is 0.307 eV above the exact −12.223 eV, as it must be. The quadrature moves it by −1.019 eV, to −12.935 eV.

Two variational inequalities confine this change. Let c_I be the ground eigenvector with accurate integrals and c_D that of the DVR. Using each as a trial vector for the other matrix gives

E_D ≤ E_I + c_IᵀΔV c_I,
E_I ≤ E_D − c_DᵀΔV c_D.

Together,

c_DᵀΔV c_D ≤ E_D − E_I ≤ c_IᵀΔV c_I.

The numbers are −3.085 ≤ −1.019 ≤ −0.343 eV. The upper limit alone puts the DVR level at or below −11.9165 − 0.3434 = −12.2599 eV, which is already below the exact level.

The sign depends on the placement. If box and grid are moved by −0.5 Å, the DVR gives −11.746 eV, now above the exact level. The accurate integrals give −12.022 eV, again above, and the differences give −12.336 eV.

These are the ground-state errors in eV for the original box:

h (Å) | differences | DVR | accurate integrals
1.0 | −2.017 | −0.712 | +0.307
0.8 | −0.455 | +0.019 | +0.071
0.5 | −0.237 | −0.0004 | +0.0004
0.25 | −0.057 | +2×10⁻⁸ | +2×10⁻⁸

At h = 0.8 Å the DVR error of the first excited level is −0.110 eV, so two levels on one grid can err in opposite directions. At 0.25 Å the DVR error has become tiny, while differences on the same points still miss by −0.057 eV. Since the two methods share the potential matrix, that error comes from the kinetic energy. The remaining 2×10⁻⁸ eV does not shrink on finer grids. It is the small rise caused by the walls, because the sine functions converge to the levels of the box.

**A case where quadrature is the only fault**

Take the oscillator V = ω²x²/2 in its own first N eigenfunctions φ_0, …, φ_(N−1). With exact integrals the matrix is diagonal and holds the exact levels. Now evaluate the potential by N-point Gauss–Hermite quadrature, which is exact for the Gaussian weight times a polynomial of degree up to 2N − 1. The element of x² between φ_m and φ_n has degree m + n + 2, so the one element at fault is m = n = N−1, of degree 2N. From

xφ_(N−1) = √(N/2ω) φ_N + √((N−1)/2ω) φ_(N−2)

the true element, the integral of the square, is N/(2ω) + (N−1)/(2ω). The quadrature points are the zeros of φ_N, so the sum misses the first term and returns (N−1)/(2ω). Multiplied by ω²/2, the loss is ωN/4. The matrix stays diagonal, and its last entry becomes

ω(N − 1/2) − ωN/4 = ω(3N/4 − 1/2).

With N = 1 and a quantum of 1 eV the DVR level is 0.25 eV, half the exact value, although the basis function is the exact ground state. With N = 5 the levels are 0.5, 1.5, 2.5, 3.25 and 3.5 eV. The fourth and fifth should be 3.5 and 4.5 eV. Lowering one diagonal entry raises no ordered level and reduces their sum, so for every N at least one level lies below its exact partner.

**What to do in practice**

Do not read a falling grid energy as an improvement, and do not choose between two grids by taking the lower value. Refine the spacing and also shift the grid, because the two tests see different errors. Shifting exposes the dependence on placement, which can be large on a coarse grid. For the DVR in your well it comes mainly from the quadrature error, and to a smaller part from the change of basis when the box moves with the grid. In a smooth well it does not expose the h² error of differences, since −(h²/6)⟨(E − V)²⟩ does not depend on where the points sit: at h = 0.25 Å the −0.057 eV error is practically the same for every placement, and only refinement reveals it. Neither test gives a bound.

For differences in a smooth well, the h² term can be removed by combining two spacings:

E ≈ (4E_(h/2) − E_h)/3.

With h = 0.125 Å the two errors are −0.014198 eV and −0.003542 eV, and the combination leaves (−0.014168 + 0.014198)/3 = +0.00001 eV. The extrapolated value is not a bound either.

If you need a true upper bound, use the grid eigenvector as the coefficients of a real function and evaluate its energy with accurate integrals. For your DVR ground state at h = 1 Å this is

E_D − c_DᵀΔV c_D = −12.935 + 3.085 = −9.850 eV.

It is a valid bound but a poor one. Diagonalizing with accurate integrals in the same basis gives the much better −11.916 eV. The numerical check below covers the h² law, the quadrature error formula and the counterexamples.

Values computed for the example and the checks

```
hbar^2/m = 7.61996 eV angstrom^2
Morse D = 20.0 eV, a = 1.0 1/angstrom
box from -2.0 to 14.0 angstrom
exact levels: E0 = -12.223255 eV, E1 = -2.384738 eV
predicted shift/h^2, level 0: -0.90613 eV/angstrom^2
predicted shift/h^2, level 1: -1.31041 eV/angstrom^2
ground-state kinetic energy: 3.412125 eV
same by differences, h = 0.125 angstrom: 3.398012 eV
errors E(method) - E(exact) in eV; h in angstrom
level   h      differences     DVR          exact integrals
0     1.0000  -2.0173e+00  -7.1186e-01  +3.0677e-01
1     1.0000  -2.5620e+00  -4.5357e-01  +2.5903e-01
0     0.8000  -4.5512e-01  +1.9146e-02  +7.0521e-02
1     0.8000  -1.1615e+00  -1.0968e-01  +1.0620e-01
0     0.5000  -2.3670e-01  -4.3715e-04  +3.9324e-04
1     0.5000  -3.6964e-01  -9.3882e-04  +5.4781e-04
0     0.2500  -5.7282e-02  +1.5163e-08  +1.8156e-08
1     0.2500  -8.4292e-02  +6.6818e-08  +7.0868e-08
0     0.1250  -1.4198e-02  +1.7776e-08  +1.8132e-08
1     0.1250  -2.0620e-02  +7.0355e-08  +7.0834e-08
0     0.0625  -3.5420e-03  +1.8103e-08  +1.8131e-08
1     0.0625  -5.1277e-03  +7.0792e-08  +7.0830e-08
level 0, h = 0.0625 angstrom: error/prediction = 1.00069
level 1, h = 0.0625 angstrom: error/prediction = 1.00174
h = 1 angstrom: E0 differences = -14.24059 eV
h = 1 angstrom: E0 DVR = -12.93511 eV
h = 1 angstrom: E0 exact integrals = -11.91648 eV
quadrature error, first diagonal element: -0.0541 eV
quadrature error, last diagonal element: -13.8969 eV
DVR minus exact integrals: -1.01863 eV
its lower and upper limits: -3.08468 eV, -0.34339 eV
moved by -0.5 angstrom: E0 differences = -12.33552 eV
moved by -0.5 angstrom: E0 DVR = -11.74602 eV
moved by -0.5 angstrom: E0 exact integrals = -12.02209 eV
oscillator: quantum 1.0 eV, length 2.76043 angstrom
spacing 5.52086 angstrom = 2 oscillator lengths:
  E0, point at the minimum: 0.23448 eV
  E0, minimum midway between points: 0.62121 eV
  placement average for exact state: 0.40803 eV
Gauss-Hermite DVR, N = 1, levels in eV: 0.2500
Gauss-Hermite DVR, N = 5, levels in eV: 0.5000 1.5000 2.5000 3.2500 3.5000
square well, depth 20 eV, half-width 1 angstrom: E0 = -15.556353 eV
  h = 0.02 angstrom, edge points outside: error +0.059304 eV
  h = 0.02 angstrom, edge points inside: error -0.059581 eV
  h = 0.01 angstrom, edge points outside: error +0.029690 eV
  h = 0.01 angstrom, edge points inside: error -0.029759 eV
```
